# Mims ENDOR blind spots and the central hole of Davies ENDOR: a program that tests the result

```python
"""
Mims and Davies ENDOR of an electron spin 1/2 coupled to a nuclear spin 1/2.

Result under test: the fractional echo change R = 1 - E(RF on)/E(RF off) is
  Mims:   R = (p_alpha + p_beta) * sin^2(pi A tau)
  Davies: R = (p_alpha + p_beta) * (1 - P),
          P = sin^2(pi/2 sqrt(1+x^2)) / (1+x^2),  x = 2 A t_p
A: secular hyperfine coupling (MHz); tau: Mims delay (us);
t_p: length of the Davies inversion pulse (us);
p_alpha, p_beta: nuclear flip probabilities in the two electron manifolds.
The Davies echo is integrated over its whole duration.

The formulas are compared with density-matrix propagation of the complete
pulse sequences, averaged over a broad Gaussian EPR line.
Frequencies are in MHz, times in us, angular frequencies in rad/us.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

TWO_PI = 2 * np.pi
half_x = np.array([[0, 0.5], [0.5, 0]])
half_y = np.array([[0, -0.5j], [0.5j, 0]])
half_z = np.diag([0.5, -0.5])
one = np.eye(2)
Sx, Sy, Sz = (np.kron(m, one) for m in (half_x, half_y, half_z))
Ix, Iz = np.kron(one, half_x), np.kron(one, half_z)

LINE_SIGMA = 5.0      # standard deviation of the EPR line, MHz
RF_PI = 20.0          # length of an RF pi pulse, us
offsets = TWO_PI * np.linspace(-6 * LINE_SIGMA, 6 * LINE_SIGMA, 4001)
weights = np.exp(-0.5 * (offsets / (TWO_PI * LINE_SIGMA)) ** 2)
weights /= weights.sum()


def propagator(A, duration, mw=0.0, rf=0.0):
    """Propagators for all offsets; RF frequency is on the alpha line."""
    a = TWO_PI * A
    common = a * Sz @ Iz - 0.5 * a * Iz + mw * Sx + rf * Ix
    H = offsets[:, None, None] * Sz + common
    energy, vec = np.linalg.eigh(H)
    phase = np.exp(-1j * energy * duration)
    return (vec * phase[:, None, :]) @ vec.transpose(0, 2, 1)


def evolve(rho, U):
    return U @ rho @ np.conj(np.swapaxes(U, -1, -2))


def start():
    return np.broadcast_to(Sz.astype(complex), (len(offsets), 4, 4))


def mims_echo(A, tau, rf_on, rf_time=RF_PI):
    """In-phase stimulated echo at time tau after the third hard pulse."""
    hard90 = np.cos(np.pi / 4) * np.eye(4) - 2j * np.sin(np.pi / 4) * Sx
    free = propagator(A, tau)
    rf = propagator(A, rf_time, rf=np.pi / RF_PI if rf_on else 0.0)
    rho = start()
    for U in (hard90, free, hard90, rf, hard90, free):
        rho = evolve(rho, U)
    return np.einsum('k,kij,ji->', weights, rho, Sy).real


def davies_echo(A, t_p, rf_on):
    """Complex Davies echo integrated over its whole duration."""
    w1 = np.pi / t_p
    delay = 10 * t_p
    pulse180 = propagator(A, t_p, mw=w1)
    pulse90 = propagator(A, t_p / 2, mw=w1)
    free = propagator(A, delay)
    rf = propagator(A, RF_PI, rf=np.pi / RF_PI if rf_on else 0.0)
    rho = start()
    for U in (pulse180, rf, pulse90, free, pulse180):
        rho = evolve(rho, U)
    step = 0.02
    times = np.arange(delay - 6 * t_p, delay + 6 * t_p + step / 2, step)
    a = TWO_PI * A
    signal = np.zeros(len(times), complex)
    for row, col, shift in ((0, 2, a / 2), (1, 3, -a / 2)):
        phases = np.exp(-1j * np.outer(times, offsets + shift))
        signal += phases @ (weights * rho[:, row, col])
    return signal.sum() * step


def mims_simulated(A, tau, rf_time=RF_PI):
    return 1 - (mims_echo(A, tau, True, rf_time)
                / mims_echo(A, tau, False, rf_time))


def davies_simulated(A, t_p):
    ratio = davies_echo(A, t_p, True) / davies_echo(A, t_p, False)
    assert abs(ratio.imag) < 1e-4
    return 1 - ratio.real


def flip_sum(A, rf_time=RF_PI):
    """Rabi flip probabilities p_alpha (resonant) + p_beta (off by A)."""
    w2 = np.pi / RF_PI
    total = 0.0
    for detuning in (0.0, TWO_PI * A):
        eff = np.hypot(w2, detuning)
        total += (w2 / eff) ** 2 * np.sin(eff * rf_time / 2) ** 2
    return total


def mims_bare(A, tau):
    return np.sin(np.pi * A * tau) ** 2


def davies_bare(A, t_p):
    q = 1 + (2 * A * t_p) ** 2
    return 1 - np.sin(np.pi / 2 * np.sqrt(q)) ** 2 / q


tau, t_p = 0.5, 0.2
print(f"Mims delay tau = {tau} us; Davies pulse t_p = {t_p} us")
print(f"RF pi pulse = {RF_PI} us; EPR line sigma = {LINE_SIGMA} MHz")

# Reference echo: half of the initial polarization is refocused.
reference = mims_echo(1.3, tau, False)
assert abs(reference - 0.5) < 1e-6
print(f"Mims echo without RF / initial polarization = {reference:.4f}")

# Both methods over a range of couplings, including a negative one.
print("A (MHz) | Mims sim, formula | Davies sim, formula | p_a+p_b")
for A in (0.0, 0.03, 0.1, 0.5, -0.6, 1.0, 2.0, 3.0, 4.0):
    p = flip_sum(A)
    m_sim, m_for = mims_simulated(A, tau), p * mims_bare(A, tau)
    d_sim, d_for = davies_simulated(A, t_p), p * davies_bare(A, t_p)
    assert abs(m_sim - m_for) < 1e-6, (A, m_sim, m_for)
    assert abs(d_sim - d_for) < 1e-4, (A, d_sim, d_for)
    print(f"{A:5.2f} | {abs(m_sim):.4f}, {m_for:.4f} | "
          f"{abs(d_sim):.4f}, {d_for:.4f} | {p:.4f}")

# A half-length RF pulse flips the resonant nucleus with probability 1/2.
partial = mims_simulated(1.0, tau, RF_PI / 2)
assert abs(partial - flip_sum(1.0, RF_PI / 2) * mims_bare(1.0, tau)) < 1e-6
print(f"Mims change, A = 1 MHz, RF pi/2 pulse = {partial:.4f}")

# A different delay recovers the coupling that was blind.
new_tau = 0.75
recovered = mims_simulated(2.0, new_tau)
assert mims_simulated(2.0, tau) < 1e-6 and recovered > 0.99
print(f"Mims change, A = 2 MHz, tau = {new_tau} us = {recovered:.4f}")
print(f"blind-spot spacing in A, tau = {tau} us: {1/tau:.3f} MHz")
print(f"blind-spot spacing in RF frequency: {1/(2*tau):.3f} MHz")

# Half-heights of the central holes, checked in the simulation.
mims_half = brentq(lambda A: mims_bare(A, tau) - 0.5, 0.0, 0.5 / tau)
davies_half = brentq(lambda A: davies_bare(A, t_p) - 0.5, 0.0, 0.8 / t_p)
assert abs(mims_half - 1 / (4 * tau)) < 1e-9
assert abs(davies_simulated(davies_half, t_p) - 0.5) < 1e-3
print(f"Mims central hole, half-height at A = {mims_half:.4f} MHz")
print(f"Davies central hole, half-height at A = {davies_half:.4f} MHz")
print(f"Davies half-height product A*t_p = {davies_half*t_p:.4f}")

# Doubling the Davies pulse length halves the width of its hole.
long_pulse = davies_simulated(davies_half / 2, 2 * t_p)
assert abs(long_pulse - 0.5) < 2e-3
print(f"Davies change at A = {davies_half/2:.4f} MHz, "
      f"t_p = {2*t_p} us: {long_pulse:.4f}")

# Small-coupling laws and absence of further Davies blind spots.
small = 1e-3
assert abs(mims_bare(small, tau) / (np.pi * small * tau) ** 2 - 1) < 1e-4
assert abs(davies_bare(small, t_p) / (2 * small * t_p) ** 2 - 1) < 1e-4
gain = mims_bare(small, tau) / davies_bare(small, t_p)
assert abs(gain / (np.pi * tau / (2 * t_p)) ** 2 - 1) < 1e-4
print(f"small-A ratio of Mims to Davies change = {gain:.2f}")
edge = np.sqrt(3) / (2 * t_p)
outer = davies_bare(np.linspace(edge, 20 * edge, 20001), t_p)
assert abs(davies_bare(edge, t_p) - 1) < 1e-12 and outer.min() >= 0.75
print(f"Davies change first reaches 1 at A = {edge:.4f} MHz")
print(f"lowest Davies change beyond that coupling = {outer.min():.4f}")

# Best Mims delay when the echo decays as exp(-2 tau / T_m).
A_weak, T_m = 0.1, 2.0
search = minimize_scalar(
    lambda t: -mims_bare(A_weak, t) * np.exp(-2 * t / T_m),
    bounds=(0.01, 1 / A_weak), method='bounded', options={'xatol': 1e-9})
best = np.arctan(np.pi * A_weak * T_m) / (np.pi * A_weak)
assert abs(search.x - best) < 1e-5
print(f"weak coupling A = {A_weak} MHz, phase memory T_m = {T_m} us")
print(f"best Mims delay = {best:.4f} us")
for t in (tau, best):
    value = mims_bare(A_weak, t) * np.exp(-2 * t / T_m)
    print(f"sin^2 times echo decay at tau = {t:.4f} us: {value:.4f}")

print("done: every assertion held")
```

It prints:

```
Mims delay tau = 0.5 us; Davies pulse t_p = 0.2 us
RF pi pulse = 20.0 us; EPR line sigma = 5.0 MHz
Mims echo without RF / initial polarization = 0.5000
A (MHz) | Mims sim, formula | Davies sim, formula | p_a+p_b
 0.00 | 0.0000, 0.0000 | 0.0000, 0.0000 | 2.0000
 0.03 | 0.0026, 0.0026 | 0.0002, 0.0002 | 1.1652
 0.10 | 0.0245, 0.0245 | 0.0016, 0.0016 | 1.0022
 0.50 | 0.5000, 0.5000 | 0.0394, 0.0394 | 1.0000
-0.60 | 0.6545, 0.6545 | 0.0563, 0.0563 | 1.0000
 1.00 | 1.0000, 1.0000 | 0.1505, 0.1505 | 1.0000
 2.00 | 0.0000, 0.0000 | 0.5012, 0.5012 | 1.0000
 3.00 | 1.0000, 1.0000 | 0.8348, 0.8348 | 1.0000
 4.00 | 0.0000, 0.0000 | 0.9912, 0.9912 | 1.0000
Mims change, A = 1 MHz, RF pi/2 pulse = 0.5000
Mims change, A = 2 MHz, tau = 0.75 us = 1.0000
blind-spot spacing in A, tau = 0.5 us: 2.000 MHz
blind-spot spacing in RF frequency: 1.000 MHz
Mims central hole, half-height at A = 0.5000 MHz
Davies central hole, half-height at A = 1.9967 MHz
Davies half-height product A*t_p = 0.3993
Davies change at A = 0.9984 MHz, t_p = 0.4 us: 0.5000
small-A ratio of Mims to Davies change = 15.42
Davies change first reaches 1 at A = 4.3301 MHz
lowest Davies change beyond that coupling = 0.8836
weak coupling A = 0.1 MHz, phase memory T_m = 2.0 us
best Mims delay = 1.7857 us
sin^2 times echo decay at tau = 0.5000 us: 0.0148
sin^2 times echo decay at tau = 1.7857 us: 0.0475
done: every assertion held
```
